# Image energy of a neutral linear quadrupole in a cubic cell

## 1. Definitions and conventions

A neutral charge density $\rho$, axially symmetric about a unit vector $\mathbf n$, sits at the centre of a simple cubic cell of edge $L$. Periodic boundary conditions place an identical copy, with the same orientation, at every lattice vector $\mathbf R=L\mathbf m$, where $\mathbf m$ has integer components. A prime on a sum means that $\mathbf m=0$ is left out, and a hat marks a unit vector.

The axial multipole moments are

$$Q_l=\int\rho(\mathbf r)\,r^lP_l(\cos\theta)\,d^3r,\qquad \cos\theta=\mathbf n\cdot\hat{\mathbf r},$$

with $P_l$ the Legendre polynomials. We assume $Q_0=0$ (neutral), $Q_1=0$ (no dipole) and $\Theta\equiv Q_2\neq0$. The standard example has charges $+q,-2q,+q$ at $-a\mathbf n,\,0,\,+a\mathbf n$, for which $\Theta=2qa^2$.

The copies are rigid, do not overlap, and are separated by vacuum. The image energy $E$ is the interaction energy of one cell with all the others, multiplied by $\tfrac12$ because each pair is shared by two cells. The internal energy of the quadrupole is excluded.

The cubic harmonic of fourth order is

$$K(\mathbf n)=n_x^4+n_y^4+n_z^4-\tfrac35 .$$

The result to be derived is

$$E(\mathbf n,L)=\frac{3\Theta^2}{4\pi\varepsilon_0L^5}\,S_4(\mathbf n)+O(L^{-7}),\qquad S_4(\mathbf n)=\frac{175}{48}\,\sigma K(\mathbf n),\tag{1}$$

with a positive lattice constant $\sigma$. The ratio $E[100]/E[111]=-3/2$ follows as a limit for large $L$. At finite $L$ the next term changes it, by an amount found in part 6.

## 2. Expansion for charges on a line

Let charges $q_i$ sit at $s_i\mathbf n$. Summing cell by cell,

$$E=\frac{1}{8\pi\varepsilon_0}\sum_{\mathbf R}{}'\sum_{ij}\frac{q_iq_j}{|\mathbf R+(s_j-s_i)\mathbf n|}.$$

For $|s|<R$ the generating function of the Legendre polynomials gives

$$\frac1{|\mathbf R+s\mathbf n|}=\sum_{l=0}^\infty(-1)^l\frac{s^l}{R^{l+1}}P_l(\mathbf n\cdot\hat{\mathbf R}).$$

The charges therefore enter through

$$M_l=\sum_{ij}q_iq_j(s_j-s_i)^l .$$

For odd $l$, exchanging $i$ and $j$ reverses the sign of each term, so $M_l=0$. For even $l$ the factor $(-1)^l$ is 1. With $\mu_k=\sum_iq_is_i^k$, the binomial theorem gives

$$M_l=\sum_{k=0}^l(-1)^k\binom lk\mu_k\mu_{l-k}.$$

The first even cases are

$$M_0=\mu_0^2,\qquad M_2=2\mu_0\mu_2-2\mu_1^2,$$
$$M_4=2\mu_0\mu_4-8\mu_1\mu_3+6\mu_2^2,$$
$$M_6=2\mu_0\mu_6-12\mu_1\mu_5+30\mu_2\mu_4-20\mu_3^2 .$$

On the axis $P_l(1)=1$ and $P_l(-1)=(-1)^l$, so $\mu_l=Q_l$ for a line charge. Setting $\mu_0=\mu_1=0$ leaves

$$M_0=M_2=0,\qquad M_4=6\Theta^2,\qquad M_6=30\Theta Q_4-20Q_3^2 .$$

The interaction of two cells thus begins at $R^{-5}$. The number of cells between $R$ and $R+dR$ grows as $R^2dR$, so the sum over cells converges absolutely and does not depend on the order of summation. With $R=L|\mathbf m|$,

$$E=\frac1{8\pi\varepsilon_0}\left[\frac{M_4S_4(\mathbf n)}{L^5}+\frac{M_6S_6(\mathbf n)}{L^7}+\dots\right],\qquad S_l(\mathbf n)=\sum_{\mathbf m}{}'\frac{P_l(\mathbf n\cdot\hat{\mathbf m})}{|\mathbf m|^{l+1}}.\tag{2}$$

Since $6/(8\pi)=3/(4\pi)$, the first term is that of equation (1). This is the $L^{-5}$ law. For the three charges $\mu_2=2qa^2$, $\mu_3=0$ and $\mu_4=2qa^4$, so $M_4=24q^2a^4$ and $M_6=120q^2a^6$. The series requires the largest separation $2a$ to be smaller than $L$.

## 3. Any axial density

An atom is not a line of charges, but equation (2) still holds for it, for two reasons.

First, outside an axial density the potential is

$$\phi_0(\mathbf r)=\frac1{4\pi\varepsilon_0}\sum_lQ_l\frac{P_l(\cos\theta)}{r^{l+1}},$$

because averaging the expansion of $1/|\mathbf r-\mathbf r'|$ over rotations of $\mathbf r'$ about $\mathbf n$ leaves products of Legendre polynomials. The source enters through its $Q_l$ alone.

Second, let this density feel a potential $V$ made by charges elsewhere. $V$ is harmonic where the density lies. Since $\rho$ is axial, $V$ may be replaced by its average about the axis, which has the form $\sum_lv_lr^lP_l(\cos\theta)$. The energy is then $\sum_lv_lQ_l$, again a function of the $Q_l$ alone.

Charges at enough points on a line can reproduce any finite set of moments. At each order in $1/L$ only finitely many moments occur, so the coefficients found in part 2 apply with $\mu_l$ replaced by $Q_l$.

## 4. The potential of a periodic calculation

A periodic calculation solves Poisson's equation for a periodic potential $\phi_p$ with zero cell average. We must check that this gives the same energy as the direct sum over copies.

Let $\phi_d$ be the direct sum of the potentials $\phi_0(\mathbf r-\mathbf R)$. Each falls as $R^{-3}$, so $\phi_d$ depends on the order of summation. Its gradient is a sum of terms falling as $R^{-4}$ and converges absolutely. Consider

$$\mathbf D=\nabla(\phi_d-\phi_p).$$

Both potentials have the same sources, so each component of $\mathbf D$ is harmonic. It is also periodic, hence bounded, and a bounded harmonic function in all space is constant. That constant is the cell average. The average of $\nabla\phi_p$ is zero because $\phi_p$ is periodic. The average of $\nabla\phi_d$ is $L^{-3}$ times the integral of $\nabla\phi_0$ over all space, which is a surface integral at infinity of order $R^2\cdot R^{-3}\to0$. So $\mathbf D=0$, and the two potentials differ by a constant. A neutral cell does not feel a constant, and the energies agree.

## 5. Angular dependence

The set of lattice vectors is unchanged by the 48 operations of the cubic group: permutations of the components and changes of their signs. In $S_4$ we may therefore replace $P_4(\mathbf n\cdot\hat{\mathbf m})$ by its average over these operations acting on $\hat{\mathbf m}$. Write $c=\mathbf n\cdot\hat{\mathbf m}$ and recall

$$P_4(c)=\tfrac18(35c^4-30c^2+3).$$

**Second power.** Sign changes remove the cross terms of $c^2$. Permutations replace each $\hat m_i^2$ by $\tfrac13$. Hence $\langle c^2\rangle=\tfrac13$.

**Fourth power.** The terms with even powers of every component survive:

$$\langle c^4\rangle=\sum_in_i^4\langle\hat m_i^4\rangle+6\sum_{i<j}n_i^2n_j^2\langle\hat m_i^2\hat m_j^2\rangle .$$

Let $A=\sum_in_i^4$ and $B=\sum_i\hat m_i^4$. Squaring $\sum_in_i^2=1$ gives $\sum_{i<j}n_i^2n_j^2=(1-A)/2$, and likewise for $\hat{\mathbf m}$. Permutation then yields $\langle\hat m_i^4\rangle=B/3$ and $\langle\hat m_i^2\hat m_j^2\rangle=(1-B)/6$, so

$$\langle c^4\rangle=\frac{AB}3+\frac{(1-A)(1-B)}2=\frac56AB-\frac{A+B}2+\frac12 .$$

Insert $A=K(\mathbf n)+\tfrac35$ and $B=K(\hat{\mathbf m})+\tfrac35$. The terms linear in $K$ have the coefficient $\tfrac56\cdot\tfrac35-\tfrac12=0$. The constant is $\tfrac56\cdot\tfrac9{25}-\tfrac35+\tfrac12=\tfrac15$. Therefore

$$\langle c^4\rangle=\tfrac56K(\mathbf n)K(\hat{\mathbf m})+\tfrac15 .$$

**Result.** In $\langle P_4\rangle$ the constants add to $\tfrac78-\tfrac{10}8+\tfrac38=0$, which leaves

$$\langle P_4(\mathbf n\cdot\hat{\mathbf m})\rangle=\frac{175}{48}K(\mathbf n)K(\hat{\mathbf m}),\qquad \sigma=\sum_{\mathbf m}{}'\frac{K(\hat{\mathbf m})}{|\mathbf m|^5}.$$

**The constant $\sigma$ is not zero.** The six nearest neighbours contribute $6\cdot\tfrac25=2.4$, the next twelve $-0.21$, and the next eight $-0.14$. The sum over $|\mathbf m|\le40$ is 2.1314. To bound the rest, note that $\tfrac13\le B\le1$, so $|K|\le\tfrac25$. Spread each lattice point over the unit cube around it. A point $\mathbf r$ of that cube is within $h=\sqrt3/2$ of $\mathbf m$, so $|\mathbf m|\ge r-h$ and $r\ge40-h$. With $u=r-h$ and $u_0=40-2h$,

$$|\text{rest}|\le\frac{8\pi}5\int_{u_0}^\infty\frac{(u+h)^2}{u^5}du=\frac{8\pi}5\left[\frac1{2u_0^2}+\frac{2h}{3u_0^3}+\frac{h^2}{4u_0^4}\right]=0.0018 .$$

So $\sigma$ is positive.

**Orientations.** The values are

| $\mathbf n$ | $K$ | $S_4$ | $S_6$ |
|---|---|---|---|
| [100] | $2/5$ | 3.1082 | 0.5733 |
| [110] | $-1/10$ | $-0.7771$ | $-0.9317$ |
| [111] | $-4/15$ | $-2.0722$ | 1.0193 |

and to leading order

$$\frac{E[100]}{E[111]}=\frac{2/5}{-4/15}=-\frac32 .$$

Neither $\Theta$, $L$ nor $\sigma$ enters the ratio. The averaging used cubic symmetry alone, so the same ratio holds for face-centred and body-centred cubic arrays, provided that their own $\sigma$ does not vanish.

**Physical reading.** For [100], two nearest neighbours lie on the axis, with $P_4(1)=1$, and four lie beside it, with $P_4(0)=\tfrac38$. Both arrangements bring like charges opposite each other and repel. The total is $2+\tfrac32=\tfrac72$. For [111] every nearest neighbour has $c^2=\tfrac13$ and $P_4=-\tfrac7{18}$, an attraction, with total $-\tfrac73$. This shell alone already has the ratio $-\tfrac32$.

**Directions without a leading term.** $K$ vanishes on certain directions. In a cube face, at angle $\beta$ from an edge, $A=\cos^4\beta+\sin^4\beta=1-\tfrac12\sin^22\beta$. Setting $A=\tfrac35$ gives $\sin^22\beta=\tfrac45$, or $\beta\approx31.7^\circ$. There the $L^{-5}$ term is absent and the energy falls faster. Averaged over all directions, $\langle n_i^4\rangle=\tfrac15$ and hence $\langle K\rangle=0$.

## 6. How large must the cell be?

For the three charges $M_6/M_4=5a^2$, so equation (2) reads

$$E=\frac{3q^2a^4S_4}{\pi\varepsilon_0L^5}\left[1+c_{\mathbf n}\frac{a^2}{L^2}+\dots\right],\qquad c_{\mathbf n}=\frac{5S_6(\mathbf n)}{S_4(\mathbf n)} .$$

The table gives $c_{100}=0.922$ and $c_{111}=-2.459$. Dividing the two series and keeping first order in $a^2/L^2$,

$$\frac{E[100]}{E[111]}\approx-\frac32\left[1+3.38\,\frac{a^2}{L^2}\right].$$

The ratio is within 1% of $-\tfrac32$ once $L/a$ exceeds about 19. An Ewald calculation of the three charges, which uses no multipole expansion, gives:

| $L/a$ | Ewald ratio | two-term formula |
|---|---|---|
| 5 | $-1.8115$ | $-1.7029$ |
| 10 | $-1.5569$ | $-1.5507$ |
| 20 | $-1.5131$ | $-1.5127$ |
| 50 | $-1.5020$ | $-1.5020$ |

At $L/a=5$ the formula is too small in magnitude. Part of the gap comes from expanding the quotient: undivided, it is $-1.5\times1.0369/0.9016=-1.725$. The remainder comes from the terms with $l\ge8$.

The same Ewald energies at $L/a=40$ and 80, with $a$ fixed, give the local exponents $-5.0006$ for [100] and $-4.9983$ for [111]. The correction explains both departures from $-5$. It changes the exponent by $c_{\mathbf n}(1/6400-1/1600)/\ln2=-6.8\times10^{-4}c_{\mathbf n}$, which is $-0.0006$ and $+0.0017$. At $L/a=100$, five directions, three of them off the symmetry axes, follow $K(\mathbf n)$ to within $2.3\times10^{-4}$ of the [100] energy.

## 7. Example: a chlorine atom in a box

A free chlorine atom lacks one 3p electron of a closed shell. If the hole is in the p orbital along $\mathbf n$, the atom is a neutral axial quadrupole with no dipole. The missing electron leaves positive charge along the axis, so $\Theta>0$. For a p orbital $\langle\cos^2\theta\rangle=\tfrac35$, hence $\langle P_2\rangle=\tfrac12(\tfrac95-1)=\tfrac25$ and roughly $\Theta\approx\tfrac25e\langle r^2\rangle$.

**Quadrupole moment.** Unrestricted Hartree–Fock gives 1.7916, 1.6461 and 1.6318 $ea_0^2$ in the aug-cc-pVDZ, -pVTZ and -pVQZ bases. The last step changes $\Theta$ by 0.9%, and so the energy by about 1.7%. PBE0 in the triple-zeta basis gives 1.5685 $ea_0^2$, which is 4.7% below Hartree–Fock in that basis and would lower the magnitude of the energies by 9%. Hartree–Fock omits electron correlation. A coupled-cluster (CCSD) density in the triple-zeta basis gives 1.54 $ea_0^2$, 6.5% below Hartree–Fock in that basis, which would lower the magnitude of the energies by 13%. The energies below are therefore probably too large by 10–15% and deserve little more than one digit.

**The law for a real density.** Two frozen, parallel atomic densities were placed 24 $a_0$ apart, and their Coulomb energy was computed from integrals over the orbitals. The leading pair law, $6\Theta^2P_4(c)/(4\pi\varepsilon_0R^5)$, was evaluated with the double-zeta $\Theta$ of the same densities. In microhartree, integrals and law give 2.4183 and 2.4186 end to end, $-0.9825$ and $-0.9826$ at $45^\circ$, and 0.9071 and 0.9070 side by side.

**Image energy.** In SI units $\Theta=7.321\times10^{-40}$ C m². For $L=1.0$ nm and the hole along [100],

$$E=\frac{3\,(7.321\times10^{-40})^2\times3.108}{1.1127\times10^{-10}\times10^{-45}}\ \text{J}=4.49\times10^{-23}\ \text{J}=0.28\ \text{meV}.$$

For [111] the factor $-\tfrac23$ gives $-0.19$ meV. In boxes of 1.5 and 2.0 nm the pairs are $0.037,-0.025$ meV and $0.0088,-0.0058$ meV. The free atom has no preferred direction, so the splitting of 0.47 meV at 1.0 nm is an artefact of the box. Within this model it falls below 0.01 meV when $L>(47)^{1/5}\approx2.2$ nm. In a smaller box, equation (1) can be subtracted instead, as long as the copies do not overlap. This removes the dependence on orientation, but not the nearly isotropic errors in the total energy discussed in part 8 under dispersion and overlap.

The [100] orientation is a maximum of $E$. Symmetry can hold a calculation there, but an atom free to turn its hole lowers its energy by moving towards [111].

## 8. What the model leaves out

All sizes here are for the chlorine atom at $L=1.0$ nm.

**Next multipole.** The atom has inversion symmetry, so $Q_3=0$ and $M_6=30\Theta Q_4$. With $Q_4=-0.080\,ea_0^4$ the $L^{-7}$ term is $-4\times10^{-5}$ meV for [100] and $-6\times10^{-5}$ meV for [111]. Within Hartree–Fock this small moment is $-0.024$, $-0.076$ and $-0.080\,ea_0^4$ in the double-, triple- and quadruple-zeta bases. For the exact $^2P$ state it is zero, because a state with $L=1$ has no moment with $l>2$. The Hartree–Fock value arises because the single determinant is not a pure $L=1$ state, and a CCSD density in the triple-zeta basis gives only $-0.002\,ea_0^4$. The two energies therefore show only that the term is negligible, and their digits should not be trusted. The ratio $-\tfrac32$ is thus much better obeyed here than by three point charges of comparable extent.

**Response of the atom.** Let the quadrupole change from $\Theta_0$ to $\Theta$ at a cost $(\Theta-\Theta_0)^2/2C$. Write the image energy as $\tfrac12\kappa\Theta^2$, with $\kappa\propto L^{-5}$. Minimising the sum gives $\Theta=\Theta_0/(1+C\kappa)$ and the energy

$$\frac{\kappa\Theta_0^2}{2(1+C\kappa)}\approx\tfrac12\kappa\Theta_0^2-\tfrac12C\kappa^2\Theta_0^2 .$$

The correction scales as $L^{-10}$. In the triple-zeta basis $C$ is 45 atomic units, which makes it $-1\times10^{-4}$ meV for [100]. This $C$ is not converged: a larger basis with more diffuse functions gives 67 atomic units and about $-1.5\times10^{-4}$ meV. The correction remains negligible.

**Dispersion.** Correlated fluctuations of the copies attract as $R^{-6}$. Hartree–Fock does not contain this. A London estimate with the computed polarizabilities, 12.8 $a_0^3$ along the axis and 14.4 $a_0^3$ across it, gives $-0.175$ meV for [100] and $-0.174$ meV for [111]. A larger basis with more diffuse functions raises both polarizabilities by 0.3 $a_0^3$ and strengthens both energies by 0.008 meV. The London formula is itself crude: integrating the time-dependent Hartree–Fock polarizabilities over imaginary frequency gives about $-0.22$ meV for both orientations. Each value is comparable to the image energy itself, but the difference between the orientations is only 0.0005 meV in the London estimate and 0.0003 meV in the better one. A method that includes dispersion would therefore spoil an $L^{-5}$ fit to total energies, while the difference between orientations would still follow equation (1) closely.

**Overlap.** The exponential decay of the orbital tails alone gives a factor that corresponds to $10^{-12}$ meV. The prefactor of the overlap integral, which grows with distance, raises the estimate to a few times $10^{-7}$ meV, which is still negligible. This is second order in the tails and applies when the Brillouin zone is sampled fully. A calculation at the $\Gamma$ point alone feels the tails at first order, with half the exponent, and each outer p level then shifts by roughly 0.02 meV. To first order the six neighbours shift a p orbital by the same amount whatever its direction, so the splitting between orientations is unaffected, but the total energy is not.

**Spin–orbit coupling.** This is the largest of the effects listed here. With the unscreened nuclear charge the splitting of the atomic level comes out as 121 meV, an overestimate because the inner electrons screen the nucleus. It exceeds the image energy by more than two orders of magnitude, so the real atom has a hole with $J=\tfrac32$ and not a pure p orbital. For orbital states with $m=\pm1$ along $\mathbf n$, $\langle\cos^2\theta\rangle=\tfrac15$ and $\langle P_2\rangle=-\tfrac15$, which is $-\tfrac12$ times the value for $m=0$. The states with $m_J=\pm\tfrac32$ have $|m|=1$ and the factor $-\tfrac12$. Those with $m_J=\pm\tfrac12$ are two thirds $m=0$ and one third $|m|=1$, with the factor $\tfrac23-\tfrac16=\tfrac12$. Either way $\Theta^2$ falls to a quarter, and the energies at 1.0 nm become about 0.07 and $-0.05$ meV. The densities of these states are axial, so for them the $L^{-5}$ law, the cubic harmonic and the limiting ratio $-\tfrac32$ are unchanged.

## Values computed for the example and the checks

```
sigma = 2.1314, rigorous tail bound 0.0018
[100] K = 0.40000, S4 = 3.1082, S6 = 0.5733
[110] K = -0.10000, S4 = -0.7771, S6 = -0.9317
[111] K = -0.26667, S4 = -2.0722, S6 = 1.0193
Point charges, Ewald: largest angular deviation 2.3e-04
Exponent from L/a = 40, 80: [100] -5.0006, [111] -4.9983
L/a = 5: E[100]/E[111] = -1.8115, two-term formula -1.7029
L/a = 10: E[100]/E[111] = -1.5569, two-term formula -1.5507
L/a = 20: E[100]/E[111] = -1.5131, two-term formula -1.5127
L/a = 50: E[100]/E[111] = -1.5020, two-term formula -1.5020
c100 = 0.922, c111 = -2.459
Cl Theta, UHF/aug-cc-pVDZ: 1.7916 e a0^2
Cl Theta, UHF/aug-cc-pVTZ: 1.6461 e a0^2
Cl Theta, UHF/aug-cc-pVQZ: 1.6318 e a0^2
Basis shift TZ to QZ: -0.0142 e a0^2
Cl Theta, PBE0/aug-cc-pVTZ: 1.5685 e a0^2
Cl Theta used, in SI: 7.3213e-40 C m^2
Frozen Cl densities (DZ) at 24 a0, integrals and P4 law:
  angle 0 deg: 2.4183, 2.4186 microhartree
  angle 45 deg: -0.9825, -0.9826 microhartree
  angle 90 deg: 0.9071, 0.9070 microhartree
L = 1.0 nm: E[100] = 0.28037 meV, E[111] = -0.18692 meV
L = 1.5 nm: E[100] = 0.03692 meV, E[111] = -0.02461 meV
L = 2.0 nm: E[100] = 0.00876 meV, E[111] = -0.00584 meV
Neglected effects at L = 1.0 nm:
  hexadecapole Q4 = -0.080 e a0^4
  L^-7 term: [100] -3.55e-05, [111] -6.32e-05 meV
  quadrupole polarizability 45.4 a.u.
  response energy [100]: -9.9e-05 meV
  dipole polarizability: along axis 12.82, across 14.42 a0^3
  ionization energy (orbital estimate): 13.09 eV
  London dispersion: [100] -0.1750, [111] -0.1744 meV
  dispersion difference [100]-[111]: -0.00050 meV
  tail overlap, order of magnitude: 2e-12 meV
  spin-orbit splitting, bare nucleus: 121 meV
  Theta factors of J=3/2 states: -0.500 0.500 0.500 -0.500
```
